# Positive densities from backward Euler with Scharfetter-Gummel fluxes, part 2

We seek non-negative particle densities after a time step \(\tau>0\) of drift and diffusion in a one-dimensional gap. Cell \(i=1,\ldots,N\) has width \(h_i\), a node at its centre and new density \(n_i\); \(x\) runs rightwards from the left wall. Lengths are in cm, densities in cm⁻³.

Between nodes a distance \(d\) apart, with left and right densities \(n_L\) and \(n_R\), the Scharfetter-Gummel (SG) flux, positive to the right, is

\[
\Gamma=\frac{D}{d}\,[B(-p)\,n_L-B(p)\,n_R],
\]

with \(B(x)=x/(e^x-1)\) and Peclet number \(p=Wd/D\). The diffusion coefficient \(D>0\) and drift velocity \(W\) are frozen during the step. For electrons \(W=-\mu E\), with mobility \(\mu\) and field \(E\).

A wall removes the flux \(gn\). For zero wall density,

\[
g=aB(-p_{\rm out})>0,
\]

where \(a=D/d_w\), \(p_{\rm out}=W_{\rm out}d_w/D\), \(d_w\) is the distance from cell centre to wall and \(W_{\rm out}\) the outward drift velocity. For a finite absorption speed \(k\),

\[
g=\frac{k\,aB(-p_{\rm out})}{k+aB(p_{\rm out})}>0 .
\]

The left and right walls have \(g_L\) and \(g_R\); \(g_j\) is the total for cell \(j\), zero in interior cells.

The implicit step solves \(An=b\), with \(b_i=h_i(n_i^{\rm old}+\tau S_i)\ge0\) and a source \(S_i\ge0\) known beforehand. Here \(A=H+\tau L\), \(H\) is the diagonal matrix of widths and \(L\) contains the transfer speeds. The column sums are

\[
c_j\equiv\sum_iA_{ij}=h_j+\tau g_j>0,
\]

and the interior row sums are

\[
\sum_jA_{ij}=h_i+\tau(W_{i+1/2}-W_{i-1/2}).
\]

\(A\) is a nonsingular M-matrix: its off-diagonal entries are non-positive and its inverse has no negative entry. The proof sets \(J_{jj}=0\) and \(J_{ij}=-A_{ij}/A_{jj}\ge0\) for \(i\ne j\). Positive column sums of \(A\) make the norm of \(J\), its largest column sum, less than 1, so a series of non-negative terms gives \(A^{-1}\). Because neighbouring cells are coupled in both directions, all entries of \(A^{-1}\) are positive.

### Worked example

Consider electrons in a parallel-plate nitrogen discharge for surface processing, at 1 Torr and a gas temperature of 300 K. The parameters are rough. The gap is 2.0 cm, divided into 40 cells of width 0.050 cm. The mobility is \(4.0\times10^5\) cm²/(V s) and the electron temperature \(T_e\), in energy units, is 2.0 eV. The Einstein relation gives

\[
D=\mu T_e/e=(4.0\times10^5)(2.0)=8.0\times10^5\ {\rm cm^2/s}.
\]

At the chosen instant of the radio-frequency (rf) cycle, a sheath 0.40 cm wide adjoins the left wall. Its field strength falls linearly from 250 V/cm at the wall to zero, a voltage of \(250\times0.40/2=50\) V. The field pushes electrons to the right, with a peak drift speed of \(1.0\times10^8\) cm/s. The right sheath has collapsed. Both walls have zero electron density.

The first interior face, at \(x=0.05\) cm, has \(7/8\) of the peak drift speed, hence

\[
p=\frac{(8.75\times10^7)(0.050)}{8.0\times10^5}=5.47 .
\]

At the right wall there is no drift, so \(g_R=D/(h/2)=3.20\times10^7\) cm/s. At the left wall \(p_{\rm out}=-3.125\), and

\[
g_L=(3.20\times10^7)B(3.125)=4.60\times10^6\ {\rm cm/s}.
\]

Initially the density is \(10^9\) cm⁻³ for \(x>0.5\) cm and zero elsewhere. The source is \(10^{14}\) cm⁻³ s⁻¹ for \(x>0.4\) cm and zero elsewhere. Single steps from this same state give:

| \(\tau\) (s) | Lowest \(n\) (cm⁻³) | Highest \(n\) (cm⁻³) | Lowest interior row sum (cm) |
|---|---|---|---|
| \(10^{-10}\) | \(3.5\times10^{-13}\) | \(1.00\times10^9\) | 0.049 |
| \(10^{-8}\) | 0.022 | \(1.00\times10^9\) | −0.075 |
| \(10^{-6}\) | 0.18 | \(6.14\times10^8\) | −12.5 |
| \(10^{-3}\) | 0.048 | \(1.61\times10^8\) | \(-1.25\times10^4\) |
| 1 | 0.048 | \(1.60\times10^8\) | \(-1.25\times10^7\) |

All densities are positive. The smallest values demonstrate the sign property only: they depend strongly on the mesh, and they are too low for a continuum density to describe individual electrons. The row sums change sign because the drift speed falls by \(1.25\times10^7\) cm/s across each sheath cell. The threshold is \(0.050/(1.25\times10^7)\) s, or 4.0 ns. The lowest column sum remains 0.050 cm throughout.

For \(\tau=1\) μs the initial inventory is \(1.500\times10^9\) cm⁻² and the source adds \(1.60\times10^8\) cm⁻². Afterwards \(7.776\times10^8\) cm⁻² remain and \(8.824\times10^8\) cm⁻² have reached the walls. Both totals are \(1.660\times10^9\) cm⁻².

The longest step practically reaches the steady state of the frozen problem. Its peak can be estimated by neglecting the flux into the left sheath. Diffusion over the remaining 1.6 cm, with zero flux on the left and zero density on the right, gives

\[
n_{\max}=\frac{S(1.6\ {\rm cm})^2}{2D}=1.60\times10^8\ {\rm cm^{-3}},
\]

in agreement with the table.

### Two schemes that lose the property

Central differences replace the flux by

\[
\Gamma_c=\left(\frac W2+\frac Dd\right)n_L+\left(\frac W2-\frac Dd\right)n_R .
\]

In the row of the left cell, the coefficient of \(n_R\) is \(\tau(D/d)(p/2-1)\), which is positive for \(p>2\). In the row of the right cell, the coefficient of \(n_L\) is \(-\tau(D/d)(p/2+1)\), which is positive for \(p<-2\). The M-matrix sign pattern therefore fails when \(|p|>2\).

With the example's initial state, source and wall speeds unchanged, one central-difference step of 10 ns gives a lowest density of \(-4.3\times10^5\) cm⁻³ at \(x=0.225\) cm. The face to the right of that cell has \(p=2.34\), while the next face has \(p=1.56\). Two cells nearer the wall, at \(x=0.025\) and \(0.125\) cm, are also negative, but by much smaller amounts. The largest undershoot lies beside the last face at which the sign condition fails.

A wider comparison used 300 random problems with 12 cells, in arbitrary consistent units. Widths lay between 0.1 and 1, \(D\) between 0.32 and 10, and \(\tau\) between \(10^{-4}\) and \(10^4\). Drift velocities had a normal distribution of standard deviation 10, and about 70% of the entries of \(b\) were zero, the rest positive. The Scharfetter-Gummel scheme produced no negative density. Central differences, with the same data and wall speeds, produced negative densities in 264 problems.

Explicit Euler keeps the Scharfetter-Gummel flux but evaluates it at the old time:

\[
n=n^{\rm old}-\tau H^{-1}Ln^{\rm old}+\tau S .
\]

Its neighbour coefficients are non-negative. The coefficient of a cell's own old density is \(1-\tau L_{jj}/h_j\), so positivity for all non-negative data requires

\[
\tau\le\min_j\frac{h_j}{L_{jj}} .
\]

The strictest condition comes from the first cell, where

\[
L_{11}=(1.6\times10^7)B(-5.47)+4.60\times10^6
=9.25\times10^7\ {\rm cm/s}.
\]

The limit is 0.54 ns. The implicit step removes this restriction at the cost of solving a tridiagonal system.

### Ionization, losses and field coupling

A loss \(-\kappa_in_i\) with \(\kappa_i\ge0\), evaluated at the new time, adds \(\tau h_i\kappa_i\) to the diagonal and strengthens the proof. Ionization \(+\nu_in_i\), evaluated at the new time, does the opposite. The column sums become

\[
h_j(1-\tau\nu_j)+\tau g_j .
\]

They remain positive if \(\tau\nu_j<1\) in every cell. The diagonal entries are then positive too, since each equals its column sum plus the magnitudes of the off-diagonal entries. The earlier proof applies, now with a step limit.

For a uniform frequency \(\nu\) the limit can be made sharp. Define \(K=H^{-1}L\). Since \(A=H(I+\tau K)\),

\[
A^{-1}H=(I+\tau K)^{-1},
\]

and this matrix has only positive entries. Perron's theorem says that a positive matrix has a positive eigenvalue larger in modulus than all others, with positive left and right eigenvectors. These are also eigenvectors of \(K\), with an eigenvalue \(\lambda_1\). Writing the left one as \(\varphi^TH\), with \(\varphi>0\), gives

\[
\varphi^TL=\lambda_1\varphi^TH .
\]

If \(v>0\) is the right eigenvector, adding the rows of \(Lv=\lambda_1Hv\) yields

\[
\lambda_1=\frac{\sum_jg_jv_j}{\sum_jh_jv_j}.
\]

It is the wall-loss rate of this density profile, positive when at least one wall absorbs. The implicit ionization matrix is \(A_\nu=(1-\tau\nu)H+\tau L\), so

\[
\varphi^TA_\nu=[1-\tau(\nu-\lambda_1)]\,\varphi^TH .
\]

If the bracket is positive, multiply row \(i\) of \(A_\nu\) by \(\varphi_i\). The new matrix has positive column sums and the same signs off the diagonal, so its inverse is positive; hence so is \(A_\nu^{-1}\). If the bracket is negative, a nonzero \(b\ge0\) gives

\[
[1-\tau(\nu-\lambda_1)]\,\varphi^THn=\varphi^Tb>0 .
\]

The weighted inventory \(\varphi^THn\) is then negative, and at least one density must be negative. If the bracket vanishes, this equation has no solution. Positivity therefore holds precisely when

\[
\tau(\nu-\lambda_1)<1 .
\]

For \(\nu\le\lambda_1\) there is no step limit. For \(\nu>\lambda_1\) the limit equals the growth time of the corresponding mode in continuous time.

The example has \(\lambda_1=7.01\times10^5\) s⁻¹. With an assumed \(\nu=2.0\times10^6\) s⁻¹, the limit is \(1/(1.30\times10^6)\) s, or 0.77 μs. At 1.01 times this limit, starting from the example's initial density without the fixed source, the lowest density is \(-1.06\times10^{11}\) cm⁻³. The bracket is \(-0.01\), so the weighted inventory is multiplied by \(-100\). Using the old density in the ionization source, \(\nu n^{\rm old}\), restores positivity for any step, though not accuracy.

If the field depends on the new density, each solution of the coupled equations also solves the linear system formed with its own field. It is therefore non-negative if \(D>0\) and the other assumptions hold. This does not establish that a solution exists, and it does not cover intermediate Newton iterates, whose matrices contain derivatives of the field.

### Accuracy and the real discharge

Positivity says nothing about the size of the time error. Compared with exact time evolution of the same spatial equations, one step has a relative error of 2.6% at 10 ns and 19% at 1 μs. The error is the sum of absolute density differences divided by the sum of the exact densities. Over a total time of 1 μs, changing from 40 to 80 equal steps reduces it by a factor of 2.00, as expected for a first-order method.

The mesh adds its own error. With 320 cells instead of 40, \(\lambda_1\) rises by 0.9% to \(7.07\times10^5\) s⁻¹, and the remaining and lost inventories after the 1 μs step each change by about 0.2%. The very small densities near the left wall are not converged: averaged over the first 0.05 cm, they exceed the 40-cell value about threefold for steps of 10 ns and longer, and lie about six orders of magnitude below it for the 0.1 ns step. In the steady state most of the threefold factor comes from the steep profile inside that cell: the continuum density is 0.0435 cm⁻³ at the node \(x=0.025\) cm, about 10% below the tabulated 0.048, while its average over the first 0.05 cm is 0.136 cm⁻³.

The pressure, gap and voltage are plausible for a small processing reactor, but the frozen field is not valid over the longer steps. At a density of \(10^9\) cm⁻³ the dielectric relaxation time is 1.4 ns, and at 13.56 MHz the rf period is 74 ns. The severity can be estimated from the 1 μs result. If the ions do not leave, the lost electrons uncover a charge of \(8.82\times10^8\) elementary charges per cm². By Gauss's law this changes the field difference across the gap by

\[
\frac{e(8.82\times10^{12}\ {\rm m^{-2}})}{\varepsilon_0}
\simeq1.6\times10^5\ {\rm V/m}=1600\ {\rm V/cm},
\]

over six times the imposed wall field. A real discharge would restrain the electrons long before then, so the computed loss is not a prediction for a reactor. The sheath transport is also strained: the peak reduced field is about 780 Td, and an electron gains about 5.4 eV per mean free path at the wall, more than \(T_e\). The peak drift speed, \(1.0\times10^8\) cm/s, also exceeds the mean thermal speed of \(9.5\times10^7\) cm/s, so the drift-diffusion description itself is outside its range near the wall. Constant mobility and temperature are doubtful there, and their effect on the density was not calculated. The Debye length, 0.033 cm, is shorter than a cell, so a self-consistent sheath would need a finer mesh. Replacing the zero-density walls by a finite absorption speed of \(2.37\times10^7\) cm/s, one quarter of the mean thermal speed, lowers \(\lambda_1\) by 4%; one half of that thermal speed, another common choice, lowers it by 2%. These errors affect the physical value of the density; they leave its sign intact as long as the assumptions on the matrix and the source hold. The full values for the 40-cell mesh are in the numerical output below.

## Computed results

```
Electrons, nitrogen discharge, rough parameters
gap 2.0 cm, cells 40, cell width 0.050 cm
sheath width 0.40 cm, voltage 50.0 V
field strength at left wall 250 V/cm
mobility 4.0e+05 cm2/(V s), temperature 2.0 eV
diffusion coefficient 8.00e+05 cm2/s
peak drift speed 1.00e+08 cm/s
largest interior Peclet number 5.469
start density 1.0e+09 cm^-3 for x > 0.5 cm, else 0
source 1.0e+14 cm^-3 s^-1 for x > 0.4 cm, else 0
wall loss speeds: left 4.596e+06, right 3.200e+07 cm/s
One step: dt[s], min n, max n [cm^-3], min column sum,
  min interior row sum [cm], 1 - norm of J
  1e-10 3.495e-13 1.000e+09 0.0500 4.875e-02 8.52e-01
  1e-08 2.197e-02 1.001e+09 0.0500 -7.500e-02 6.17e-02
  1e-06 1.763e-01 6.143e+08 0.0500 -1.245e+01 6.57e-04
  1e-03 4.840e-02 1.612e+08 0.0500 -1.250e+04 6.57e-07
  1e+00 4.805e-02 1.600e+08 0.0500 -1.250e+07 6.57e-10
steady-state peak density 1.6000e+08 cm^-3
row sums turn negative above dt = 4.000 ns
Particle balance for dt = 1 us, in cm^-2:
  start 1.5000e+09, made 1.6000e+08
  left 7.7762e+08, lost to walls 8.8238e+08
central scheme, dt = 10 ns: min density -4.297e+05 cm^-3
  at x = 0.225 cm
random trials 300: SG negative 0, central 264
explicit Euler positivity limit 0.5407 ns
slowest wall-loss rate 7.0075e+05 s^-1
implicit ionization at 2.0e+06 s^-1: limit 0.7697 us
  min density at 1.01 of limit -1.062e+11 cm^-3
one-step relative error: 10 ns 0.0263, 1 us 0.1862
error ratio, 40 to 80 steps over 1 us: 2.001
Neglected effects:
  dielectric relaxation time 1.382 ns
  rf period at 13.56 MHz: 73.75 ns
  Debye length 0.0332 cm
  net positive charge density in sheath 3.454e+08 cm^-3
  collision rate 4.397e+09 s^-1
  rf angular frequency / collision rate 0.0194
  mean free path 0.0215 cm
  energy gain per free path at wall 5.38 eV
  directed drift energy at wall 2.84 eV
  peak reduced field 777 Td at 1 Torr, 300 K
  finite wall speed 2.366e+07 cm/s: loss rate 6.7336e+05 s^-1
```
